# Why HD⁺ Is Far More Polarizable than H₂⁺ in Its Ground Level: verification in Python

```python
"""Static polarizability of H2+ and HD+ with moving nuclei.

Result under test: for the lowest level (v=0, J=0) the three-body value is
about 3.169 a0^3 for H2+ and 395 a0^3 for HD+.  The excess in HD+ is
    2 (lam <R>)^2 / (3 gap),   lam = (Mb - Ma) / (2 (Ma + Mb + 1)),
the orientation of a dipole about the centre of mass; gap = E(J=1) - E(J=0).

Symbols (atomic units inside the program): Ma, Mb nuclear masses; R the vector
from nucleus a to b; r the electron position from the midpoint of the nuclei;
xi = (ra + rb)/R, eta = (ra - rb)/R with ra, rb the electron-nucleus distances.
J=0 states are scalar functions f(R, xi, eta).  J=1 states that the field can
reach are e.(R A + r B), e the field direction and A, B scalar functions.
Every basis function is a polynomial times exp(-a xi) times a Gaussian in R,
so the Gauss quadratures below give the matrix elements to rounding accuracy.
"""
import math
import numpy as np
from numpy.polynomial import hermite, laguerre, legendre
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import lpmv
from scipy.constants import physical_constants as pc
from pyscf import gto

BOHR = pc["Bohr radius"][0] * 1e10
HARTREE = pc["Hartree energy in eV"][0]
M_P = pc["proton-electron mass ratio"][0]
M_D = pc["deuteron-electron mass ratio"][0]
VOL = BOHR**3

# ---------- one-dimensional functions and quadrature ----------
A_XI, R_CENTRE, BETA = 1.5, 1.95, 10.0
N_RAD, N_XI, N_ETA = 11, 6, 8


def table(value, derivative, points, n):
    c = np.eye(n)
    return value(points, c).T, value(points, derivative(c)).T


t, wt = laguerre.laggauss(10)
lag, dlag = table(laguerre.lagval, laguerre.lagder, t, N_XI)
dlag = 2 * A_XI * dlag - A_XI * lag
xi1, wxi = 1 + t / (2 * A_XI), wt / (2 * A_XI)
eta1, weta = legendre.leggauss(12)
leg, dleg = table(legendre.legval, legendre.legder, eta1, N_ETA)
u, wu = hermite.hermgauss(15)
her, dher = table(hermite.hermval, hermite.hermder, u, N_RAD)
norm = np.array([math.sqrt(2.0**n * math.factorial(n)) for n in range(N_RAD)])
her, dher = her / norm, dher / norm
dher = math.sqrt(BETA) * (dher - u[:, None] * her)
R_nodes, wR = R_CENTRE + u / math.sqrt(BETA), wu / math.sqrt(BETA)
assert R_nodes.min() > 0

pairs = [(m, k) for m in range(N_XI) for k in range(N_ETA)
         if m + (k + 1) // 2 <= 5]
ms, ks = np.array(pairs).T
el = lag[:, None, ms] * leg[None, :, ks]
el_xi = dlag[:, None, ms] * leg[None, :, ks]
el_eta = lag[:, None, ms] * dleg[None, :, ks]


def gram(components, weight):
    """Sum over components of the integral of c_i c_j."""
    root = np.sqrt(weight)
    total = 0.0
    for c in components:
        cw = c * root
        total = total + cw.T @ cw
    return total


# ---------- clamped nuclei, lengths in units of R ----------
X2, Y2 = [g.reshape(-1, 1) for g in np.meshgrid(xi1, eta1, indexing="ij")]
w2 = np.outer(wxi, weta).reshape(-1, 1) * (X2**2 - Y2**2)
q, qx, qy = [g.reshape(-1, len(pairs)) for g in (el, el_xi, el_eta)]
a2, b2 = (X2 + Y2) / 2, (X2 - Y2) / 2
z2 = X2 * Y2 / 2
p2 = np.sqrt((X2**2 - 1) * (1 - Y2**2)) / 2
grad_x = (qx + qy) * p2 / a2 + (qx - qy) * p2 / b2
grad_z = (qx + qy) * (z2 + 0.5) / a2 + (qx - qy) * (z2 - 0.5) / b2
pot2 = -1 / a2 - 1 / b2
S_sig, K_sig = gram([q], w2), 0.5 * gram([grad_x, grad_z], w2)
U_sig, Z_sig = (q * w2 * pot2).T @ q, (q * w2 * z2).T @ q
S_pi = 0.5 * gram([p2 * q], w2)
K_pi = 0.25 * gram([q + p2 * grad_x, q, p2 * grad_z], w2)
U_pi = 0.5 * (q * w2 * pot2 * p2**2).T @ q


def clamped(R):
    """Total energy, parallel and perpendicular polarizability at fixed R."""
    e, c = eigh(K_sig / R**2 + U_sig / R, S_sig)
    ep, cp = eigh(K_pi / R**2 + U_pi / R, S_pi)
    mz = R * c.T @ Z_sig @ c[:, 0]
    mx = R * cp.T @ S_pi @ c[:, 0]
    par = 2 * np.sum(mz[1:]**2 / (e[1:] - e[0]))
    return e[0] + 1 / R, par, 2 * np.sum(mx**2 / (ep - e[0]))


# independent clamped calculation: one electron in a Gaussian basis
mol = gto.M(atom="H 0 0 -1; H 0 0 1", unit="Bohr", basis="aug-cc-pvqz",
            charge=1, spin=1, verbose=0)
eg, cg = eigh(mol.intor("int1e_kin") + mol.intor("int1e_nuc"),
              mol.intor("int1e_ovlp"))
dip = mol.intor("int1e_r")
gauss = [2 * np.sum((cg.T @ dip[i] @ cg[:, 0])[1:]**2 / (eg[1:] - eg[0]))
         for i in (2, 0)]
e_R2, par_R2, perp_R2 = clamped(2.0)
assert abs(eg[0] + 0.5 - e_R2) < 1e-3
assert abs(gauss[0] / par_R2 - 1) < 0.01
assert abs(gauss[1] / perp_R2 - 1) < 0.01

# ---------- three-body matrices ----------
R, X, Y = [g.reshape(-1, 1)
           for g in np.meshgrid(R_nodes, xi1, eta1, indexing="ij")]
w = np.einsum("r,x,y->rxy", wR, wxi, weta).reshape(-1, 1)
w = w * R**5 * (X**2 - Y**2)


def product(radial, electronic):
    full = np.einsum("rn,xyj->rxynj", radial, electronic)
    return full.reshape(len(R), -1)


f, f_R = product(her, el), product(dher, el)
f_xi, f_eta = product(her, el_xi), product(her, el_eta)
N = f.shape[1]
ra, rb, z = R * (X + Y) / 2, R * (X - Y) / 2, R * X * Y / 2
rho = R * np.sqrt((X**2 - 1) * (1 - Y**2)) / 2
fa, fb = (f_xi + f_eta) / R, (f_xi - f_eta) / R
f_R = f_R - (X * f_xi + Y * f_eta) / R      # now at fixed ra and rb
ax, az = fa * rho / ra, fa * (z + R / 2) / ra
bx, bz = fb * rho / rb, fb * (z - R / 2) / rb
# gradients for nucleus a, nucleus b, electron, each with the factors that
# the same derivative gives when it acts on the vectors R and r
gradients = [(ax, f_R + az, 1.0, 0.5), (-bx, f_R - bz, 1.0, -0.5),
             (ax + bx, az + bz, 0.0, 1.0)]
potential = 1 / R - 1 / ra - 1 / rb
kin0 = [0.5 * gram([gx, gz], w) for gx, gz, _, _ in gradients]
S0, V0 = gram([f], w), (f * w * potential).T @ f


def join(left, right):
    return np.hstack([left, right])


kin1 = []
for gx, gz, cA, cB in gradients:
    tensor = [join(cA * f, cB * f + rho * gx), join(cA * f, cB * f),
              join(cA * f + R * gz, cB * f + z * gz),
              join(R * gx, z * gx), join(0 * f, rho * gz)]
    kin1.append(0.5 * gram(tensor, w / 3))
vec_z, vec_x = join(R * f, z * f), join(0 * f, rho * f)
S1 = gram([vec_z, vec_x], w / 3)
V1 = sum((v * w * potential / 3).T @ v for v in (vec_z, vec_x))
dip_r = (vec_z * w * z / 3 + vec_x * w * rho / 3).T @ f
dip_R = (vec_z * w * R / 3).T @ f


def solve(Ma, Mb, keep=None):
    """Three-body levels and polarizability, optionally in a smaller basis."""
    i0 = np.arange(N) if keep is None else keep
    i1 = np.concatenate([i0, N + i0])
    mass, total = (Ma, Mb, 1.0), Ma + Mb + 1
    H0 = V0 + sum(k / m for k, m in zip(kin0, mass))
    H1 = V1 + sum(k / m for k, m in zip(kin1, mass))
    E0, C0 = eigh(H0[np.ix_(i0, i0)], S0[np.ix_(i0, i0)])
    E1, C1 = eigh(H1[np.ix_(i1, i1)], S1[np.ix_(i1, i1)])
    lam = (Mb - Ma) / (2 * total)
    part_r = -(1 + 1 / total) * C1.T @ dip_r[np.ix_(i1, i0)] @ C0
    part_R = -lam * C1.T @ dip_R[np.ix_(i1, i0)] @ C0
    D = part_r + part_R
    terms = 2 * D[:, 0]**2 / (E1 - E0[0])
    out = dict(E0=E0, E1=E1, D=D, lam=lam, alpha=terms.sum(), first=terms[0],
               gap=E1[0] - E0[0], nuc=part_R[0, 0], ele=part_r[0, 0],
               mu=Ma * Mb / (Ma + Mb))
    if keep is None:
        c = C0[:, 0]
        dens = (w[:, 0] * (f @ c)**2).reshape(len(R_nodes), -1).sum(1)
        out.update(meanR=dens @ R_nodes, invR2=dens @ R_nodes**-2,
                   virial=2 * E0[0] - c @ V0 @ c, clamp=dens @ clamp_nodes)
    return out


clamp_nodes = np.array([(p + 2 * s) / 3
                        for _, p, s in map(clamped, R_nodes)])
h2, hd = solve(M_P, M_P), solve(M_P, M_D)
twin = solve(2 * hd["mu"], 2 * hd["mu"])     # equal masses, same reduced mass

# ---------- tests of the three-body solution ----------
for s in (h2, hd, twin):
    assert abs(s["virial"]) < 1e-4
    assert abs(s["gap"] * s["mu"] / s["invR2"] - 1) < 5e-3
sum_rule = 2 * np.sum((hd["E1"] - hd["E0"][0]) * hd["D"][:, 0]**2)
sum_exact = 1 + 1 / M_P + 1 / M_D - 1 / (M_P + M_D + 1)
assert abs(sum_rule - sum_exact) < 2e-4
level = ms + (ks + 1) // 2
keep = np.array([n * len(pairs) + j for n in range(N_RAD - 1)
                 for j in range(len(pairs)) if level[j] <= 4])
small = solve(M_P, M_D, keep)
assert abs(small["alpha"] / hd["alpha"] - 1) < 2e-3

# polarizability from its definition: diagonalize in a weak field.
# J=2 states enter only at fourth order in the field and are not needed.
F = 2e-5
n0 = len(hd["E0"])
H_field = np.diag(np.concatenate([hd["E0"], hd["E1"]]) - hd["E0"][0])
H_field[n0:, :n0] = -F * hd["D"]
H_field[:n0, n0:] = -F * hd["D"].T
shift = eigh(H_field, eigvals_only=True, subset_by_index=[0, 0])[0]
alpha_field = -2 * shift / F**2
assert abs(alpha_field / hd["alpha"] - 1) < 2e-3

# ---------- tests of the claims ----------
assert abs(h2["alpha"] - 3.169) < 1e-3
assert abs(hd["alpha"] - 395) < 0.6
assert abs(h2["D"][0, 0]) < 1e-6             # J=0 to lowest J=1 forbidden
assert abs(h2["alpha"] / h2["clamp"] - 1) < 5e-3
assert abs(twin["alpha"] / twin["clamp"] - 1) < 5e-3
assert abs(twin["gap"] / hd["gap"] - 1) < 1e-3
rotor = 2 * (hd["lam"] * hd["meanR"])**2 / (3 * hd["invR2"] / hd["mu"])
assert abs(rotor / (hd["alpha"] - hd["clamp"]) - 1) < 0.01
assert hd["first"] / hd["alpha"] > 0.98
assert abs(hd["ele"] / hd["nuc"]) < 0.01

# rigid rotor: matrix elements of cos(theta) by quadrature
xg, wg = legendre.leggauss(40)


def cosine(M, jmax=10):
    y = np.array([lpmv(M, j, xg) for j in range(M, jmax + 1)])
    y = y / np.sqrt((y**2 @ wg))[:, None]
    return (y * wg * xg) @ y.T, np.arange(M, jmax + 1)


def rotor_alpha(J, M):
    """Rotor polarizability in units of dipole^2 / B."""
    c, j = cosine(M)
    other = j != J
    de = j[other] * (j[other] + 1) - J * (J + 1)
    return 2 * np.sum(c[other, J - M]**2 / de)


a00, a10, a11 = rotor_alpha(0, 0), rotor_alpha(1, 0), rotor_alpha(1, 1)
assert abs(a00 - 1 / 3) < 1e-10
assert abs(a10 + 2 * a11) < 1e-10
c0, j0 = cosine(0)
strong = 2.0                                  # dipole*F/B, so dipole*F = gap
e_strong = np.linalg.eigvalsh(np.diag(j0 * (j0 + 1.0)) - strong * c0)[0]
ratio_strong = -e_strong / (0.5 * a00 * strong**2)
assert ratio_strong < 0.95

# ---------- output ----------
best = minimize_scalar(lambda x: clamped(x)[0], bounds=(1.5, 2.5),
                       method="bounded", options={"xatol": 1e-7})
_, par_e, perp_e = clamped(best.x)
iso_e = (par_e + 2 * perp_e) / 3
assert h2["alpha"] / iso_e > 1.05
d_nuc = math.sqrt(3) * abs(hd["nuc"])
d_ele = math.sqrt(3) * hd["ele"] * np.sign(hd["nuc"])
d_all = d_nuc + d_ele
print("Polarizabilities are volumes, alpha/(4 pi eps0)")
print(f"proton mass / electron mass       {M_P:.4f}")
print(f"deuteron mass / electron mass     {M_D:.4f}")
print(f"clamped equilibrium distance      {best.x*BOHR:.5f} angstrom")
print(f"clamped parallel, equilibrium     {par_e*VOL:.5f} angstrom^3")
print(f"clamped perpendicular, equil.     {perp_e*VOL:.5f} angstrom^3")
print(f"clamped orientation mean, equil.  {iso_e*VOL:.5f} angstrom^3")
print(f"  the same                        {iso_e:.4f} a0^3")
print(f"check at R = {2*BOHR:.5f} angstrom, spheroidal then Gaussian basis:")
print(f"  parallel      {par_R2*VOL:.5f}  {gauss[0]*VOL:.5f} angstrom^3")
print(f"  perpendicular {perp_R2*VOL:.5f}  {gauss[1]*VOL:.5f} angstrom^3")
for name, s in (("H2+", h2), ("HD+", hd), ("equal-mass control", twin)):
    print(f"{name}:")
    print(f"  ground energy, three-body       {s['E0'][0]*HARTREE:.6f} eV")
    print(f"  J=0 to J=1 spacing              {s['gap']*HARTREE:.7f} eV")
    print(f"  mean nuclear distance           {s['meanR']*BOHR:.5f} angstrom")
    print(f"  clamped value, vibration mean   {s['clamp']*VOL:.5f} angstrom^3")
    print(f"  three-body polarizability       {s['alpha']*VOL:.5f} angstrom^3")
    print(f"  the same                        {s['alpha']:.4f} a0^3")
print("HD+ analysis:")
print(f"  lam (offset / distance)         {hd['lam']:.6f}")
print(f"  dipole, nuclear-offset part     {d_nuc*BOHR:.6f} e angstrom")
print(f"  dipole, electron-shift part     {d_ele*BOHR:.6f} e angstrom")
print(f"  dipole, total for J=0 to 1      {d_all*BOHR:.6f} e angstrom")
print(f"  first J=1 level contributes     {hd['first']*VOL:.4f} angstrom^3")
print(f"  share of first J=1 level        {100*hd['first']/hd['alpha']:.3f} %")
print(f"  rotor estimate of the excess    {rotor*VOL:.4f} angstrom^3")
print(f"  three-body minus clamped mean   "
      f"{(hd['alpha']-hd['clamp'])*VOL:.4f} angstrom^3")
print(f"  from energy in a weak field     {alpha_field*VOL:.4f} angstrom^3")
print(f"  weak field used                 {F*HARTREE/BOHR:.3e} V/angstrom")
print(f"  smaller basis gives             {small['alpha']*VOL:.4f} angstrom^3")
print(f"  dipole sum rule, sum and exact  {sum_rule:.6f} {sum_exact:.6f}")
print(f"  field with dipole*F = spacing   "
      f"{hd['gap']/d_all*HARTREE/BOHR:.5f} V/angstrom")
print(f"  rotor shift there / quadratic   {ratio_strong:.4f}")
print("Rigid rotor polarizability in units dipole^2/B:")
print(f"  J=0: {a00:.5f}   J=1,M=0: {a10:.5f}   J=1,|M|=1: {a11:.5f}")
print("all tests passed")
```

Running it gives:

```
Polarizabilities are volumes, alpha/(4 pi eps0)
proton mass / electron mass       1836.1527
deuteron mass / electron mass     3670.4830
clamped equilibrium distance      1.05687 angstrom
clamped parallel, equilibrium     0.74943 angstrom^3
clamped perpendicular, equil.     0.25999 angstrom^3
clamped orientation mean, equil.  0.42313 angstrom^3
  the same                        2.8555 a0^3
check at R = 1.05835 angstrom, spheroidal then Gaussian basis:
  parallel      0.75243  0.75268 angstrom^3
  perpendicular 0.26046  0.25964 angstrom^3
H2+:
  ground energy, three-body       -16.248982 eV
  J=0 to J=1 spacing              0.0072198 eV
  mean nuclear distance           1.09218 angstrom
  clamped value, vibration mean   0.46993 angstrom^3
  three-body polarizability       0.46956 angstrom^3
  the same                        3.1687 a0^3
HD+:
  ground energy, three-body       -16.269632 eV
  J=0 to J=1 spacing              0.0054379 eV
  mean nuclear distance           1.08736 angstrom
  clamped value, vibration mean   0.46319 angstrom^3
  three-body polarizability       58.57835 angstrom^3
  the same                        395.3063 a0^3
equal-mass control:
  ground energy, three-body       -16.269630 eV
  J=0 to J=1 spacing              0.0054381 eV
  mean nuclear distance           1.08736 angstrom
  clamped value, vibration mean   0.46319 angstrom^3
  three-body polarizability       0.46292 angstrom^3
  the same                        3.1239 a0^3
HD+ analysis:
  lam (offset / distance)         0.166526
  dipole, nuclear-offset part     0.181160 e angstrom
  dipole, electron-shift part     0.000259 e angstrom
  dipole, total for J=0 to 1      0.181420 e angstrom
  first J=1 level contributes     58.1025 angstrom^3
  share of first J=1 level        99.188 %
  rotor estimate of the excess    57.8197 angstrom^3
  three-body minus clamped mean   58.1152 angstrom^3
  from energy in a weak field     58.5555 angstrom^3
  weak field used                 1.028e-03 V/angstrom
  smaller basis gives             58.5788 angstrom^3
  dipole sum rule, sum and exact  1.000636 1.000635
  field with dipole*F = spacing   0.02997 V/angstrom
  rotor shift there / quadratic   0.8359
Rigid rotor polarizability in units dipole^2/B:
  J=0: 0.33333   J=1,M=0: -0.20000   J=1,|M|=1: 0.10000
all tests passed
```
